# Pressure of Blackbody Radiation with the Euler–Heisenberg Interaction: test program

```python
"""
Result under test: at fixed temperature the Euler-Heisenberg interaction raises
the pressure of blackbody radiation by
    dP = 22 alpha^2 hbar^3 rho^2 / (135 m^4 c^5),
which in atomic units (hbar = m = e = 1, c = 1/alpha) is 22 alpha^7 rho^2 / 135.
Symbols: rho = free blackbody energy density, tau = k_B T, m = electron mass.
Fields E and B have equal dimensions; free energy density = (E^2 + B^2)/(8 pi).
Interaction: L1 = kappa [(E^2 - B^2)^2 + 7 (E.B)^2], kappa = alpha^7/(360 pi^2).
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import kn

alpha = const.fine_structure
c = 1.0 / alpha
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
to_ev_per_A3 = hartree / bohr**3
kappa = alpha**7 / (360 * np.pi**2)


def bracket(E, B):
    """(E^2 - B^2)^2 + 7 (E.B)^2 for arrays of field vectors."""
    s = np.sum(E * E, axis=-1) - np.sum(B * B, axis=-1)
    p = np.sum(E * B, axis=-1)
    return s**2 + 7 * p**2


# --- Quartic Lagrangian from the one-loop proper-time integrand -------------
# Parallel fields x (magnetic) and y (electric) in units of the critical field;
# L in units of m c^2 / (reduced Compton length)^3.
z, x, y, t = sp.symbols("z x y t", positive=True)
coth_part = sp.series(z * sp.coth(z), z, 0, 6).removeO().subs(z, t * x)
cot_part = sp.series(z * sp.cot(z), z, 0, 6).removeO().subs(z, t * y)
fourth = sp.expand(coth_part * cot_part).coeff(t, 4)
time_integral = sp.integrate(t * sp.exp(-t), (t, 0, sp.oo))
L_quartic = -fourth * time_integral / (8 * sp.pi**2)
L_claimed = ((y**2 - x**2)**2 + 7 * x**2 * y**2) / (360 * sp.pi**2)
assert sp.simplify(L_quartic - L_claimed) == 0

# --- Legendre transform: H1 = -L1 to first order at fixed momentum ----------
momentum = np.array([0.05, -0.03, 0.07])
B_test = np.array([0.4, 0.9, -0.3])


def hamiltonian(k):
    E = 4 * np.pi * momentum
    for _ in range(60):
        s = E @ E - B_test @ B_test
        gradient = 4 * s * E + 14 * (E @ B_test) * B_test
        E = 4 * np.pi * (momentum - k * gradient)
    L = (E @ E - B_test @ B_test) / (8 * np.pi) + k * bracket(E, B_test)
    return momentum @ E - L


k_step = 1e-6
H_slope = (hamiltonian(k_step) - hamiltonian(-k_step)) / (2 * k_step)
L_value = bracket(4 * np.pi * momentum, B_test)
assert abs(H_slope / (-L_value) - 1) < 1e-6

# --- First-order free energy and Wick's theorem by exact diagonalization ----
# One oscillator, H = a+ a + g :q^4:, q = (a + a+)/sqrt(2), at temperature 1.
levels = 70
a = np.diag(np.sqrt(np.arange(1, levels)), 1)
ad = a.T
q4_normal = (ad @ ad @ ad @ ad + 4 * ad @ ad @ ad @ a + 6 * ad @ ad @ a @ a
             + 4 * ad @ a @ a @ a + a @ a @ a @ a) / 4


def free_energy(g):
    energies = np.linalg.eigvalsh(ad @ a + g * q4_normal)
    return -np.log(np.sum(np.exp(-energies)))


g_step = 1e-5
F_slope = (free_energy(g_step) - free_energy(-g_step)) / (2 * g_step)
occupation = 1 / np.expm1(1.0)
wick_value = 3 * occupation**2
assert abs(F_slope / wick_value - 1) < 1e-5

# --- Contractions against quadrature over six Gaussian field components -----
nodes, weights = np.polynomial.hermite_e.hermegauss(3)
weights = weights / weights.sum()
points = np.array(list(itertools.product(nodes, repeat=6)))
point_weights = np.prod(list(itertools.product(weights, repeat=6)), axis=1)


def gaussian_average(e, b):
    """Average of the bracket when <E^2> = e and <B^2> = b, isotropic."""
    E = points[:, :3] * np.sqrt(e / 3)
    B = points[:, 3:] * np.sqrt(b / 3)
    return point_weights @ bracket(E, B)


def contracted(e, b):
    return 5 * (e * e + b * b) / 3 - 2 * e * b + 7 * e * b / 3


for e, b in [(1.0, 1.0), (1.3, 0.6), (0.2, 2.0)]:
    assert abs(gaussian_average(e, b) - contracted(e, b)) < 1e-11
average_11_3 = gaussian_average(1.0, 1.0)
assert abs(average_11_3 - 11 / 3) < 1e-11
# Linear response to a vacuum part with <B^2> = -<E^2> must vanish.
d = 0.1
mixed = (gaussian_average(1 + d, 1 - d) - gaussian_average(1 - d, 1 + d)) / (2 * d)
assert abs(mixed) < 1e-11
# The same response is 11/3 per unit of vacuum <E^2> alone, so it can fail.
alone = (gaussian_average(1 + d, 1) - gaussian_average(1 - d, 1)) / (2 * d)
assert abs(alone - 11 / 3) < 1e-11
wick_coefficient = kappa * (4 * np.pi)**2 * average_11_3 / alpha**7
assert abs(wick_coefficient - 22 / 135) < 1e-12

# --- Second road: interaction of pairs of plane waves, no contractions ------
phases = 2 * np.pi * np.arange(8) / 8
phase1, phase2 = np.meshgrid(phases, phases)
cos1, cos2 = np.cos(phase1)[..., None], np.cos(phase2)[..., None]


def pair_coupling(cos_theta):
    """Phase and polarization mean of L1/(alpha^7 u1 u2), unit amplitudes."""
    sin_theta = np.sqrt(1 - cos_theta**2)
    k1 = np.array([0.0, 0.0, 1.0])
    k2 = np.array([sin_theta, 0.0, cos_theta])
    normal = np.array([0.0, 1.0, 0.0])
    total = 0.0
    for e1 in (normal, np.cross(normal, k1)):
        for e2 in (normal, np.cross(normal, k2)):
            E = e1 * cos1 + e2 * cos2
            B = np.cross(k1, e1) * cos1 + np.cross(k2, e2) * cos2
            total += np.mean(bracket(E, B)) / 4
    wave_density = 1 / (8 * np.pi)
    return kappa * total / wave_density**2 / alpha**7


for cos_theta in (-1.0, -0.3, 0.5, 1.0):
    expected = 11 / 45 * (1 - cos_theta)**2
    assert abs(pair_coupling(cos_theta) - expected) < 1e-12
gl_nodes, gl_weights = np.polynomial.legendre.leggauss(8)
mean_coupling = sum(w * pair_coupling(u) for u, w in zip(gl_nodes, gl_weights)) / 2
pair_coefficient = mean_coupling / 2
assert abs(pair_coefficient - 22 / 135) < 1e-12

# --- Blackbody integrals on one fixed frequency grid (atomic units) ---------
kT_eV = 10000.0
tau = kT_eV / hartree
grid, grid_weights = np.polynomial.legendre.leggauss(500)
omega = 30 * tau * (grid + 1)
omega_weights = 30 * tau * grid_weights


def energy_density(temp):
    planck = omega**3 * np.exp(-omega / temp) / -np.expm1(-omega / temp)
    return omega_weights @ planck / (np.pi**2 * c**3)


def free_pressure(temp):
    logs = omega**2 * np.log(-np.expm1(-omega / temp))
    return -temp * (omega_weights @ logs) / (np.pi**2 * c**3)


def pressure_shift(temp):
    return pair_coefficient * alpha**7 * energy_density(temp)**2


rho, P0, dP = energy_density(tau), free_pressure(tau), pressure_shift(tau)
dP_half = pressure_shift(tau / 2)
assert abs(rho / (np.pi**2 * alpha**3 * tau**4 / 15) - 1) < 1e-10
assert abs(P0 / (rho / 3) - 1) < 1e-8
for temp in (tau / 2, 0.8 * tau, tau):
    closed = 22 * np.pi**4 * alpha**13 * temp**8 / 30375
    assert abs(pressure_shift(temp) / closed - 1) < 1e-9
ratio = dP / P0
assert abs(ratio / (22 * np.pi**2 * alpha**10 * tau**4 / 675) - 1) < 1e-8

# --- Independent evaluation in SI units --------------------------------------
kelvin = kT_eV * const.e / const.k
rho_SI = 4 * const.sigma * kelvin**4 / const.c
dP_SI = (22 * alpha**2 * const.hbar**3 * rho_SI**2
         / (135 * const.m_e**4 * const.c**5))
dP_pascal = dP * to_ev_per_A3 * const.e * 1e30
assert abs(dP_SI / dP_pascal - 1) < 1e-7

# --- Energy density shift, and pressure change at fixed energy density -------
h = 1e-3


def energy_from_pressure(pressure, temp):
    slope = (pressure(temp * (1 + h)) - pressure(temp * (1 - h))) / (2 * h)
    return slope - pressure(temp)


energy_ratio = energy_from_pressure(pressure_shift, tau) / dP
assert abs(energy_ratio - 7) < 1e-3
boost = 1e-4 / ratio   # enlarges the coupling so that the change is resolvable


def boosted_pressure(temp):
    return free_pressure(temp) + boost * pressure_shift(temp)


target = energy_from_pressure(free_pressure, tau)
cooler = brentq(lambda s: energy_from_pressure(boosted_pressure, s * tau) / target - 1,
                0.99, 1.01, xtol=1e-14)
fixed_energy_ratio = (boosted_pressure(cooler * tau) - P0) / (boost * dP)
assert abs(fixed_energy_ratio + 4 / 3) < 3e-3   # next order in the boosted coupling

# --- Real electron-positron pairs at zero chemical potential -----------------


def pair_pressure(temp):
    scale = np.sqrt(temp)

    def integrand(v):
        energy = np.sqrt((c * scale * v)**2 + c**4)
        return v * v * np.log1p(np.exp(-energy / temp))
    value = quad(integrand, 0, 15, epsabs=0, epsrel=1e-10, limit=200)[0]
    return 4 * temp * scale**3 * value / (2 * np.pi**2)


def pair_pressure_series(temp):
    terms = [(-1)**(n + 1) * kn(2, n * c**2 / temp) / n**2 for n in range(1, 6)]
    return 2 * c * temp**2 / np.pi**2 * sum(terms)


for temp in (tau, 2 * tau):
    assert abs(pair_pressure(temp) / pair_pressure_series(temp) - 1) < 1e-7
P_pairs = pair_pressure(tau)
crossing = brentq(lambda s: np.log(pair_pressure(s * tau) / pressure_shift(s * tau)),
                  0.8, 3.0)
assert P_pairs < 1e-3 * dP
assert pair_pressure(1.05 * crossing * tau) > pressure_shift(1.05 * crossing * tau)

# --- Numbers for the worked example ------------------------------------------
rms_field = np.sqrt(4 * np.pi * rho)
rest_energy = c**2 * hartree
print(f"fine-structure constant alpha            = {alpha:.9f}")
print(f"electron rest energy                     = {rest_energy:.1f} eV")
print(f"Hartree energy                           = {hartree:.6f} eV")
print(f"Bohr radius                              = {bohr:.8f} angstrom")
print(f"Gaussian mean of bracket, unit <E^2>,<B^2> = {average_11_3:.9f}")
print(f"vacuum-thermal mixed term (e_vac=-b_vac) = {abs(mixed):.1e}")
print(f"coefficient from contractions            = {wick_coefficient:.9f}")
print(f"coefficient from plane-wave pairs        = {pair_coefficient:.9f}")
print(f"22/135                                   = {22 / 135:.9f}")
print(f"head-on pair coupling / alpha^7          = {pair_coupling(-1.0):.6f}")
print(f"oscillator dF/dg, diagonalization        = {F_slope:.7f}")
print(f"oscillator dF/dg, Wick                   = {wick_value:.7f}")
print(f"temperature k_B T                        = {kT_eV:.0f} eV")
print(f"k_B T in atomic units                    = {tau:.4f} hartree")
print(f"k_B T / rest energy                      = {kT_eV / rest_energy:.6f}")
print(f"energy density rho, atomic units         = {rho:.3f} hartree/bohr^3")
print(f"energy density rho                       = {rho * to_ev_per_A3:.5e} eV/angstrom^3")
print(f"free pressure P0                         = {P0 * to_ev_per_A3:.5e} eV/angstrom^3")
print(f"rms force e*E on unit charge             = {rms_field * hartree / bohr:.1f} eV/angstrom")
print(f"rms field / critical field               = {rms_field / c**3:.4e}")
print(f"pressure shift dP, atomic units          = {dP:.5e} hartree/bohr^3")
print(f"pressure shift dP                        = {dP * to_ev_per_A3:.5e} eV/angstrom^3")
print(f"pressure shift dP, converted             = {dP_pascal:.5e} Pa")
print(f"dP / P0                                  = {ratio:.5e}")
print(f"fractional lowering of photon frequency  = {2 * pair_coefficient * alpha**7 * rho:.5e}")
print(f"dP at half the temperature               = {dP_half * to_ev_per_A3:.5e} eV/angstrom^3")
print(f"dP(T) / dP(T/2)                          = {dP / dP_half:.6f}")
print(f"energy density shift / dP, fixed T       = {energy_ratio:.4f}")
print(f"pressure change / dP, fixed energy       = {fixed_energy_ratio:.4f}")
print(f"pressure of real pairs                   = {P_pairs * to_ev_per_A3:.3e} eV/angstrom^3")
print(f"pair pressure / dP                       = {P_pairs / dP:.3e}")
print(f"k_B T where pair pressure equals dP      = {crossing * kT_eV:.0f} eV")
print("verified")
```

It prints:

```
fine-structure constant alpha            = 0.007297353
electron rest energy                     = 510999.0 eV
Hartree energy                           = 27.211386 eV
Bohr radius                              = 0.52917721 angstrom
Gaussian mean of bracket, unit <E^2>,<B^2> = 3.666666667
vacuum-thermal mixed term (e_vac=-b_vac) = 4.4e-15
coefficient from contractions            = 0.162962963
coefficient from plane-wave pairs        = 0.162962963
22/135                                   = 0.162962963
head-on pair coupling / alpha^7          = 0.977778
oscillator dF/dg, diagonalization        = 1.0160907
oscillator dF/dg, Wick                   = 1.0160907
temperature k_B T                        = 10000 eV
k_B T in atomic units                    = 367.4932 hartree
k_B T / rest energy                      = 0.019570
energy density rho, atomic units         = 4663.391 hartree/bohr^3
energy density rho                       = 8.56346e+05 eV/angstrom^3
free pressure P0                         = 2.85449e+05 eV/angstrom^3
rms force e*E on unit charge             = 12448.2 eV/angstrom
rms field / critical field               = 9.4070e-05
pressure shift dP, atomic units          = 3.90526e-09 hartree/bohr^3
pressure shift dP                        = 7.17129e-07 eV/angstrom^3
pressure shift dP, converted             = 1.14897e+05 Pa
dP / P0                                  = 2.51229e-12
fractional lowering of photon frequency  = 1.67486e-12
dP at half the temperature               = 2.80128e-09 eV/angstrom^3
dP(T) / dP(T/2)                          = 256.000000
energy density shift / dP, fixed T       = 7.0001
pressure change / dP, fixed energy       = -1.3327
pressure of real pairs                   = 8.040e-15 eV/angstrom^3
pair pressure / dP                       = 1.121e-08
k_B T where pair pressure equals dP      = 17110 eV
verified
```
